# Kisliuk Sticking Law for a Mobile Precursor: Derivation, Limits and Use: verification in Python

```python
"""
Result under test: the Kisliuk sticking law for a mobile precursor,
    s(c)/s(0) = 1 / (1 + K c/(1-c)),   K = q_d / (p_a + p_d),
c    fraction of filled sites, s sticking probability
p_a, p_d   chance to chemisorb / desorb per visit to an empty site
q_d        chance to desorb per visit to a filled site
The remaining chance is a hop.  The law needs each arrival to find an empty
site with probability 1-c, independently of the past.
Independent road: steady-state master equations for the precursor population
of every site, written with rates and solved as linear systems.
Example: water vapour on Si(001), one dimer = one site, rough model barriers.
"""
import itertools
import random
from collections import namedtuple

import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad, simpson
from scipy.sparse.linalg import spsolve

# rates over an empty site: adsorb, desorb, hop; over a filled one: *_filled
Rates = namedtuple("Rates", "adsorb desorb hop desorb_filled hop_filled")
K_B = const.k / const.e                      # eV/K


def solve_precursor(filled, hop_matrix, rates, trapped):
    """Sticking probability, site populations and total visits per molecule.

    trapped[i] is the chance that an incident molecule is trapped at site i.
    """
    filled = np.asarray(filled, dtype=bool)
    adsorb = np.where(filled, 0.0, rates.adsorb)
    desorb = np.where(filled, rates.desorb_filled, rates.desorb)
    hop = np.where(filled, rates.hop_filled, rates.hop)
    total = adsorb + desorb + hop
    balance = sparse.diags(total) - (
        sparse.csc_matrix(hop_matrix).T @ sparse.diags(hop))
    population = spsolve(sparse.csc_matrix(balance), trapped)
    return adsorb @ population, population, total @ population


def solve_two_classes(c, rates, trap_empty, trap_filled):
    """Master equation lumped into empty and filled sites, random arrivals."""
    arrivals = np.array([[1 - c, c], [1 - c, c]])
    trapped = np.array([trap_empty * (1 - c), trap_filled * c])
    return solve_precursor([False, True], arrivals, rates, trapped)


def probabilities(r):
    total = r.adsorb + r.desorb + r.hop
    return (r.adsorb / total, r.desorb / total,
            r.desorb_filled / (r.desorb_filled + r.hop_filled))


def kisliuk_K(r):
    p_a, p_d, q_d = probabilities(r)
    return q_d / (p_a + p_d)


def kisliuk_ratio(c, K):
    return (1 - c) / (1 - c + K * c)


# ---------------- model parameters (rough round values) ----------------
TEMPERATURE = 300.0        # K, surface and gas
PREFACTOR = 1e13           # 1/s, all steps
E_ADSORB, E_DESORB, E_HOP = 0.20, 0.30, 0.15         # eV, empty dimer
E_DESORB_FILLED, E_HOP_FILLED = 0.25, 0.15           # eV, filled dimer
TRAPPING = 0.9
PRESSURE_TORR = 1e-9
WATER_MASS_U = 18.0
SILICON_CELL_NM = 0.543
E_LAYER_LOSS = 2.0         # eV, desorption of the chemisorbed layer
BARRIER_FREQUENCY = 3e13   # Hz, curvature of the conversion barrier


def rates_at(temperature, e_desorb_filled=E_DESORB_FILLED):
    barriers = (E_ADSORB, E_DESORB, E_HOP, e_desorb_filled, E_HOP_FILLED)
    return Rates(*[PREFACTOR * np.exp(-e / (K_B * temperature))
                   for e in barriers])


rates = rates_at(TEMPERATURE)
p_a, p_d, q_d = probabilities(rates)
K = kisliuk_K(rates)
s0 = TRAPPING * p_a / (p_a + p_d)

# ---------------- main law: every site solved, hops to any site ----------
n_sites = 40
anywhere = np.full((n_sites, n_sites), 1 / n_sites)
test_rates = [rates, Rates(0.3, 0.1, 0.6, 0.8, 0.2), Rates(2., 1., 5., .3, 4.)]
for r in test_rates:
    start = solve_precursor(np.zeros(n_sites), anywhere, r,
                            np.full(n_sites, TRAPPING / n_sites))[0]
    pa, pd, qd = probabilities(r)
    assert abs(start - TRAPPING * pa / (pa + pd)) < 1e-9
    for n_filled in (4, 20, 36):
        c = n_filled / n_sites
        filled = np.arange(n_sites) < n_filled
        s, pop, visits = solve_precursor(
            filled, anywhere, r, np.full(n_sites, TRAPPING / n_sites))
        assert abs(s / start - kisliuk_ratio(c, kisliuk_K(r))) < 1e-9
        visits_formula = 1 / ((1 - c) * (pa + pd) + c * qd)
        assert abs(visits / TRAPPING / visits_formula - 1) < 1e-9
        life = visits_formula * ((1 - c) / (r.adsorb + r.desorb + r.hop)
                                 + c / (r.desorb_filled + r.hop_filled))
        assert abs(pop.sum() / TRAPPING / life - 1) < 1e-9
        # weaker trapping over filled sites
        trapped = np.where(filled, 0.7, 1.0) * TRAPPING / n_sites
        weaker = solve_precursor(filled, anywhere, r, trapped)[0]
        assert abs(weaker / s - (1 - 0.3 * c * (1 - qd))) < 1e-9

# half-value coverage, initial slope, approach to saturation
c_half = 1 / (1 + K)


def solved_ratio(c):
    return solve_two_classes(c, rates, TRAPPING, TRAPPING)[0] / s0


assert abs(solved_ratio(c_half) - 0.5) < 1e-9
assert abs((solved_ratio(1e-5) - 1) / 1e-5 + K) < 1e-4
assert abs(solved_ratio(1 - 1e-5) / 1e-5 * K - 1) < 1e-3

# ---------------- revisits: all layers on a ring, neighbour hops ----------
ring_size = 8
ring = (np.roll(np.eye(ring_size), 1, 0) + np.roll(np.eye(ring_size), -1, 0)) / 2
layers = list(itertools.product((0, 1), repeat=ring_size))
ring_results = []
for loss_filled in (0.1, 0.4, 0.8):
    r = Rates(0.3, 0.1, 0.6, loss_filled, 1 - loss_filled)
    ring_K = kisliuk_K(r)
    sticking = np.array([solve_precursor(
        layer, ring, r, np.full(ring_size, 1 / ring_size))[0]
        for layer in layers])
    count = np.array([sum(layer) for layer in layers])
    for c in (0.2, 0.5, 0.8):
        weight = c**count * (1 - c)**(ring_size - count)
        ratio = weight @ sticking / sticking[0]
        difference = ratio - kisliuk_ratio(c, ring_K)
        if loss_filled == 0.1:
            assert difference < -1e-4
        elif loss_filled == 0.8:
            assert difference > 1e-4
        else:
            assert abs(difference) < 1e-10
        if c == 0.5:
            ring_results.append((ring_K, ratio, kisliuk_ratio(c, ring_K)))
    if loss_filled == 0.4:      # Langmuir law for every single layer
        assert np.allclose(sticking / sticking[0], 1 - count / ring_size,
                           atol=1e-10)

# ---------------- filling time ----------------
pressure = PRESSURE_TORR * const.torr
flux = pressure / np.sqrt(2 * np.pi * WATER_MASS_U * const.atomic_mass
                          * const.k * TEMPERATURE) * 1e-4      # 1/(cm2 s)
dimer_density = 1e14 / SILICON_CELL_NM**2                      # 1/cm2


def filling_time(c):
    return dimer_density / (flux * s0) * ((1 - K) * c - K * np.log(1 - c))


for c in (0.01, 0.5, 0.9):
    integral = quad(lambda x: 1 / solve_two_classes(
        x, rates, TRAPPING, TRAPPING)[0], 0, c)[0]
    assert abs(dimer_density / flux * integral / filling_time(c) - 1) < 1e-7

# ---------------- dimer lattice: revisits, clustering, row hopping --------
side = 60
lattice_sites = side * side
line = sparse.lil_matrix((side, side))
for i in range(side):
    line[i, (i + 1) % side] = 0.5
    line[i, (i - 1) % side] = 0.5
line = line.tocsc()
one = sparse.identity(side, format="csc")
along_rows = sparse.kron(one, line, format="csc")
square = 0.5 * along_rows + 0.5 * sparse.kron(line, one, format="csc")


def grow_layer(coverages, generator):
    """Fill the square lattice by precursor walks; return snapshots."""
    filled = [False] * lattice_sites
    number, snapshots = 0, []
    for target in [round(c * lattice_sites) for c in coverages]:
        while number < target:
            site = int(generator.random() * lattice_sites)
            while True:
                draw = generator.random()
                if filled[site]:
                    if draw < q_d:
                        break
                elif draw < p_a:
                    filled[site] = True
                    number += 1
                    break
                elif draw < p_a + p_d:
                    break
                row, column = divmod(site, side)
                direction = int(4 * generator.random())
                if direction == 0:
                    column = (column + 1) % side
                elif direction == 1:
                    column = (column - 1) % side
                elif direction == 2:
                    row = (row + 1) % side
                else:
                    row = (row - 1) % side
                site = row * side + column
        snapshots.append(np.array(filled))
    return snapshots


coverages = (0.25, 0.5, 0.75, 0.9)
n_layers = 12
walker = random.Random(7)
shuffler = np.random.default_rng(7)
uniform = np.full(lattice_sites, TRAPPING / lattice_sites)
lattice_ratio = np.zeros((n_layers, len(coverages), 3))
pair_excess = np.zeros((n_layers, len(coverages)))
for layer in range(n_layers):
    for j, grown in enumerate(grow_layer(coverages, walker)):
        shuffled = shuffler.permutation(grown)
        cases = ((shuffled, square), (grown, square), (shuffled, along_rows))
        for k, (filled, hops) in enumerate(cases):
            lattice_ratio[layer, j, k] = solve_precursor(
                filled, hops, rates, uniform)[0] / s0
        occupied = grown.astype(float)
        pair_excess[layer, j] = (occupied @ (square @ occupied)
                                 / lattice_sites / occupied.mean()**2)
lattice_mean = lattice_ratio.mean(axis=0)
lattice_error = lattice_ratio.std(axis=0, ddof=1) / np.sqrt(n_layers)
pair_mean = pair_excess.mean(axis=0)
assert K < 1
for j, c in enumerate(coverages):
    assert lattice_mean[j, 0] < kisliuk_ratio(c, K)
    assert lattice_mean[j, 2] < lattice_mean[j, 0]
assert pair_mean[1] > 1


# ---------------- tunnelling through the conversion barrier --------------
def eckart_factor(height, frequency, temperature):
    """Thermal transmission of a symmetric Eckart barrier / classical."""
    quantum = const.h * frequency / const.e
    thermal = K_B * temperature
    energy = np.linspace(0, height + 25 * thermal, 20001)
    rise = np.sinh(2 * np.pi * np.sqrt(energy * height) / quantum)**2
    wall = np.cosh(np.pi / 2 * np.sqrt(16 * height**2 / quantum**2 - 1))**2
    passed = rise / (rise + wall)
    return simpson(passed * np.exp((height - energy) / thermal),
                   x=energy) / thermal


slow = 3e12
u = const.h * slow / (const.k * TEMPERATURE)
small_u = 1 + u**2 / 24 * (1 + K_B * TEMPERATURE / E_ADSORB)
assert abs(eckart_factor(E_ADSORB, slow, TEMPERATURE) - small_u) < 3e-4
tunnel = eckart_factor(E_ADSORB, BARRIER_FREQUENCY, TEMPERATURE)
K_tunnel = kisliuk_K(rates._replace(adsorb=rates.adsorb * tunnel))

# ---------------- temperature trend ----------------
temperatures = (250.0, 300.0, 400.0)
trend = []
for T in temperatures:
    r = rates_at(T)
    trend.append((kisliuk_K(r), TRAPPING * r.adsorb / (r.adsorb + r.desorb)))
assert trend[0][0] < trend[1][0] < trend[2][0]
assert trend[0][1] > trend[1][1] > trend[2][1]

# ---------------- printed numbers ----------------
print(f"temperature {TEMPERATURE:.0f} K, kT = {K_B*TEMPERATURE:.5f} eV")
print(f"prefactor {PREFACTOR:.0e} 1/s, trapping alpha = {TRAPPING}")
print(f"empty dimer barriers: adsorb {E_ADSORB:.2f}, desorb {E_DESORB:.2f},"
      f" hop {E_HOP:.2f} eV")
print(f"filled dimer barriers: desorb {E_DESORB_FILLED:.2f},"
      f" hop {E_HOP_FILLED:.2f} eV")
print(f"k_a = {rates.adsorb:.3e}, k_d = {rates.desorb:.3e},"
      f" k_m = {rates.hop:.3e} 1/s")
print(f"k_d' = {rates.desorb_filled:.3e}, k_m' = {rates.hop_filled:.3e} 1/s")
print(f"p_a = {p_a:.5f}, p_d = {p_d:.5f}, p_m = {1-p_a-p_d:.5f}")
print(f"q_d = {q_d:.5f}, q_m = {1-q_d:.5f}")
print(f"K = {K:.4f}, s(0) = {s0:.4f}")
print(f"coverage where s = s(0)/2: {c_half:.4f}")
print("c, s/s(0) Kisliuk, Langmuir, visits, precursor life (ns):")
for c in (0.0,) + coverages:
    _, pop, visits = solve_two_classes(c, rates, TRAPPING, TRAPPING)
    print(f"  {c:.2f}  {kisliuk_ratio(c, K):.4f}  {1-c:.4f}"
          f"  {visits/TRAPPING:.2f}  {pop.sum()/TRAPPING*1e9:.3f}")
print(f"water pressure {PRESSURE_TORR:.0e} Torr, mass {WATER_MASS_U:.0f} u")
print(f"impingement rate F = {flux:.3e} 1/(cm2 s)")
print(f"Si cell edge {SILICON_CELL_NM} nm, dimers N = {dimer_density:.3e} 1/cm2")
for c in (0.01, 0.5, 0.9):
    print(f"time to block {100*c:.0f} % of dimers: {filling_time(c):.1f} s")
for T, (K_T, s_T) in zip(temperatures, trend):
    print(f"T = {T:.0f} K: K = {K_T:.4f}, s(0) = {s_T:.4f}")
print("ring of 8 sites, c = 0.5: K, mean s/s(0) with revisits, Kisliuk:")
for ring_K, ratio, law in ring_results:
    print(f"  {ring_K:.2f}  {ratio:.4f}  {law:.4f}")
print(f"dimer lattice {side} x {side}, {n_layers} layers, s/s(0):")
print("c, Kisliuk, random layer, grown layer, random + row hops only:")
for j, c in enumerate(coverages):
    a, b, d = lattice_mean[j]
    print(f"  {c:.2f}  {kisliuk_ratio(c, K):.4f}  {a:.4f}  {b:.4f}  {d:.4f}")
print(f"largest standard error of these means: {lattice_error.max():.4f}")
print(f"grown layer, c = 0.5: filled pairs / random = {pair_mean[1]:.4f}")
print(f"trapping 10 % weaker over filled, c = 0.5: s times"
      f" {1-0.1*0.5*(1-q_d):.4f}")
print(f"tunnelling, barrier frequency {BARRIER_FREQUENCY:.0e} Hz:"
      f" k_a times {tunnel:.2f}")
print(f"K with tunnelling: {K_tunnel:.4f}")
for shift in (-0.05, 0.05):
    K_shift = kisliuk_K(rates_at(TEMPERATURE, E_DESORB_FILLED + shift))
    print(f"K if filled desorption barrier shifts {shift:+.2f} eV: {K_shift:.4f}")
loss = PREFACTOR * np.exp(-E_LAYER_LOSS / (K_B * TEMPERATURE))
print(f"layer desorption, {E_LAYER_LOSS:.1f} eV barrier: {loss:.1e} 1/s")
population = solve_two_classes(0.9, rates, TRAPPING, TRAPPING)[1].sum()
print(f"precursors per dimer at c = 0.9: {flux*population/dimer_density:.1e}")
print(f"hop barrier / kT = {E_HOP/(K_B*TEMPERATURE):.2f}")
dwell = 1e12 / (rates.adsorb + rates.desorb + rates.hop)
print(f"mean stay on one empty dimer: {dwell:.1f} ps")
print("all tests passed")
```

Output:

```
temperature 300 K, kT = 0.02585 eV
prefactor 1e+13 1/s, trapping alpha = 0.9
empty dimer barriers: adsorb 0.20, desorb 0.30, hop 0.15 eV
filled dimer barriers: desorb 0.25, hop 0.15 eV
k_a = 4.367e+09, k_d = 9.125e+07, k_m = 3.021e+10 1/s
k_d' = 6.312e+08, k_m' = 3.021e+10 1/s
p_a = 0.12597, p_d = 0.00263, p_m = 0.87140
q_d = 0.02047, q_m = 0.97953
K = 0.1592, s(0) = 0.8816
coverage where s = s(0)/2: 0.8627
c, s/s(0) Kisliuk, Langmuir, visits, precursor life (ns):
  0.00  1.0000  1.0000  7.78  0.224
  0.25  0.9496  0.7500  9.85  0.293
  0.50  0.8627  0.5000  13.42  0.411
  0.75  0.6768  0.2500  21.05  0.664
  0.90  0.4111  0.1000  31.97  1.025
water pressure 1e-09 Torr, mass 18 u
impingement rate F = 4.780e+11 1/(cm2 s)
Si cell edge 0.543 nm, dimers N = 3.392e+14 1/cm2
time to block 1 % of dimers: 8.1 s
time to block 50 % of dimers: 427.1 s
time to block 90 % of dimers: 904.0 s
T = 250 K: K = 0.1059, s(0) = 0.8914
T = 300 K: K = 0.1592, s(0) = 0.8816
T = 400 K: K = 0.2627, s(0) = 0.8531
ring of 8 sites, c = 0.5: K, mean s/s(0) with revisits, Kisliuk:
  0.25  0.7600  0.8000
  1.00  0.5000  0.5000
  2.00  0.3559  0.3333
dimer lattice 60 x 60, 12 layers, s/s(0):
c, Kisliuk, random layer, grown layer, random + row hops only:
  0.25  0.9496  0.9470  0.9465  0.9413
  0.50  0.8627  0.8551  0.8535  0.8358
  0.75  0.6768  0.6603  0.6546  0.6151
  0.90  0.4111  0.3906  0.3811  0.3367
largest standard error of these means: 0.0011
grown layer, c = 0.5: filled pairs / random = 1.0231
trapping 10 % weaker over filled, c = 0.5: s times 0.9510
tunnelling, barrier frequency 3e+13 Hz: k_a times 2.78
K with tunnelling: 0.0709
K if filled desorption barrier shifts -0.05 eV: 0.9821
K if filled desorption barrier shifts +0.05 eV: 0.0234
layer desorption, 2.0 eV barrier: 2.5e-21 1/s
precursors per dimer at c = 0.9: 1.3e-12
hop barrier / kT = 5.80
mean stay on one empty dimer: 28.8 ps
all tests passed
```
